# Choosing an estimator and step size for kinetic Monte Carlo rate sensitivities

## The setting and what it controls

A kinetic Monte Carlo calculation turns barriers from electronic-structure theory into rate constants, and these into coverages or turnover rates. Its sensitivity analysis asks how an average changes with the logarithm $\theta=\ln k$ of one rate constant. Two settings matter: the estimator, and, for finite differences, the perturbation $h$ of $\theta$. With $T$ the simulated time, the variances per trajectory, or per pair of trajectories, are as follows.

- **Likelihood ratio, value of $f$ at time $T$:** the variance grows as $\pi(f^2)\,I\,T$, or as $\mathrm{Var}_\pi(f)\,I\,T$ if $f$ is centred. Here $\pi$ is the stationary law and $I$ a rate defined below.
- **Likelihood ratio, centred time average of $f$:** the variance tends to a constant.
- **Coupled finite difference, value at time $T$:** the variance is $V_1(T)/h+O(1)$ at fixed $T$, against about $2\,\mathrm{Var}(f)/h^2$ for independent runs. $V_1$ levels off with $T$ if coupled copies that have separated meet again; otherwise it can grow linearly.
- **Coupled finite difference, time average:** with such meeting, the variance is about $C/(hT)$.

The chain is assumed to have finitely many states, all reachable from one another. Channel $r$ takes $x$ to $x_r$ at rate $a_r(x;\theta)$, smooth in $\theta$, and which rates vanish does not depend on $\theta$. The starting state is fixed, and $f$ does not depend on $\theta$. If it does, as when $f$ is a turnover rate $a_r(x;\theta)$, the term $E[\partial f]$ must be added to the likelihood-ratio result $E[fW]$ derived below. For the steady desorption rate of the patch treated below, $E[fW]=-3.65\ \mathrm{s^{-1}}$ and $E[\partial f]=5.35\ \mathrm{s^{-1}}$, so the sensitivity is $+1.70\ \mathrm{s^{-1}}$. I write $\partial=d/d\theta$, $a_0=\sum_r a_r$, and $S(T)=\partial E[f(X_T)]$.

## The likelihood-ratio estimator

A trajectory with jumps $r_1,r_2,\dots$ out of states $x_0,x_1,\dots$ has probability density

$$p=\prod_j a_{r_j}(x_{j-1})\;\exp\Big(-\int_0^T a_0(X_t)\,dt\Big).$$

The exponential is the probability of no other jump. The logarithmic derivative of $p$ is the score,

$$W=\sum_j \partial\ln a_{r_j}(x_{j-1})-\int_0^T\partial a_0(X_t)\,dt .$$

Since $\partial p=pW$, differentiating $E[f]=\int f p$ gives $S=E[fW]$. Taking $f=1$ gives $E[W]=0$, so for any constant $c$

$$S(T)=E[(f(X_T)-c)\,W].$$

If $c$ is the mean $\bar f$ of the same $N$ samples, the term subtracted is $N^{-2}\sum_{ij}f_jW_i$. Its terms with $i\neq j$ average to zero and the others give $S/N$. The estimate then has mean $S(1-1/N)$, which a factor $N/(N-1)$ repairs.

**Growth of the variance.** Consider $E_x[g(X_t)e^{\lambda W}]$ for a start in $x$. Each jump multiplies the weight by $e^{\lambda\partial\ln a_r}$, and each waiting interval $dt$ by $e^{-\lambda\partial a_0dt}$. The expectation therefore evolves under a modified generator with jump terms $a_re^{\lambda\partial\ln a_r}$ and diagonal $-a_0-\lambda\partial a_0$. Its expansion is $L+\lambda\,\partial L+\tfrac12\lambda^2L_2+\dots$, where $L$ is the ordinary generator and $L_2$ has only the jump terms $a_r(\partial\ln a_r)^2=(\partial a_r)^2/a_r$. With $u_j=E_x[gW^j]$, equal powers of $\lambda$ give

$$\dot u_0=Lu_0,\qquad \dot u_1=Lu_1+(\partial L)u_0,\qquad \dot u_2=Lu_2+2(\partial L)u_1+L_2u_0 .$$

The second equation is the $\theta$-derivative of the first, which confirms $u_1=\partial u_0$. At long times $u_0$ tends to the constant $\pi(g)$. Rows of $\partial L$ sum to zero, so $(\partial L)u_0$ dies out exponentially and $u_1$ also becomes constant in $x$ and $t$. Then $(\partial L)u_1\to0$. Averaging the third equation over $\pi$, with $\pi L=0$, leaves

$$\frac{d}{dt}\pi(u_2)\to \pi(g)\,I,\qquad I=\sum_x\pi(x)\sum_r\frac{(\partial a_r)^2}{a_r}.$$

The slope is the same for a fixed starting state, because the term $Lu_2$ keeps the differences of $u_2$ between starting states bounded. The choice $g=f^2$ gives the slope $\pi(f^2)I$, and $g=(f-\pi(f))^2$ gives $\mathrm{Var}_\pi(f)I$; the subtracted $S^2$ is constant at long times. Centring costs nothing and removes the part $\pi(f)^2I$ of the slope. The remaining growth has a plain cause: $W$ collects noise from the whole history, while $f(X_T)$ remembers only the last relaxation time.

**Time averages.** Let $F_T=T^{-1}\int_0^Tf\,dt$, and let $\varphi$ solve $-L\varphi=f-\pi(f)$ with $\pi(\varphi)=0$. Then

$$\int_0^T(f-\pi(f))\,dt+\varphi(X_T)-\varphi(X_0)$$

is a martingale, because the mean drift of $\varphi$ cancels the integrand. $W$ is a martingale too. Divided by $\sqrt T$, the two become jointly Gaussian, with variances $\sigma_f^2=2\pi\big((f-\pi(f))\varphi\big)$ and $I$. Their covariance is the stationary mean product of their jumps per unit time,

$$\sum_x\pi\sum_r a_r\,[\varphi(x_r)-\varphi(x)]\,\partial\ln a_r=\pi\big((\partial L)\varphi\big)=S_\infty .$$

The last equality follows by differentiating $\pi L=0$: $\partial\pi(f)=-(\partial\pi)L\varphi=\pi(\partial L)\varphi$. For Gaussian $G_1,G_2$ with covariance $S$, $E[G_1^2G_2^2]=\sigma_f^2I+2S^2$. Moments converge as well for a finite chain, so

$$\mathrm{Var}\big[(F_T-\pi(f))W\big]\to\sigma_f^2I+S_\infty^2 .$$

The average loses noise as fast as the score gains it. A longer run does not reduce this variance; more runs do.

## The coupled finite difference

Run two copies at $\theta\pm h/2$ and form $D_h=[f(X^+_T)-f(X^-_T)]/h$. In the split coupling, both copies jump through channel $r$ together at rate $\min(a_r^+,a_r^-)$, and the copy with the larger rate jumps alone at the excess rate. Each copy's total rate in each channel is then its own $a_r^\pm$, so $D_h$ has the correct mean.

While the copies are together in $x$, they separate through channel $r$ at rate $|a_r^+-a_r^-|=h|\partial a_r|$ to leading order. One copy is then in $x_r$ and the other in $x$. Let $G(x_r,x;t)$ be the mean squared difference of $f$ a time $t$ later, for copies coupled in the same way with $h=0$. Using $h=0$ before and after the separation, and ignoring a second separation, changes the result only at relative order $h$. Hence $E[(\Delta f)^2]=hV_1+O(h^2)$, with

$$V_1(T)=\int_0^T E\Big[\sum_r|\partial a_r(X_s)|\,G\big((X_s)_r,X_s;T-s\big)\Big]ds .$$

Division by $h^2$, and subtraction of the squared mean, which is $O(1)$, gives $\mathrm{Var}(D_h)=V_1/h+O(1)$. Independent runs have $\mathrm{Var}(f^+)+\mathrm{Var}(f^-)$ in place of $hV_1$, hence the $h^{-2}$.

Since $G$ is bounded, $V_1$ grows at most linearly in $T$. If the $h=0$ copies can meet from every pair of states, $G$ decays exponentially, because copies that have met stay together. Only separations in the last few meeting times then count, and $V_1$ levels off.

For the time average, separations occur at rate $h\sum_x\pi\sum_r|\partial a_r|$, and each contributes $Y=\int\Delta f\,dt$ until the copies meet. To leading order in $h$ these excursions form a Poisson sequence, and the variance of the sum is the expected number times $E[Y^2]$. Dividing by $(hT)^2$ gives

$$\mathrm{Var}\approx\frac{C}{hT},\qquad C=\sum_x\pi\sum_r|\partial a_r|\,E[Y^2\,|\,x_r,x].$$

**A limit no coupling can beat.** If $f$ takes integer values, $(\Delta f)^2\ge|\Delta f|$, so $E[(\Delta f)^2]\ge|E\,\Delta f|=h|S_h|$ with $S_h=E[D_h]$. Therefore

$$\mathrm{Var}(D_h)\ge\frac{|S_h|}{h}-S_h^2 .$$

For particle counts with nonzero sensitivity, the $1/h$ law cannot be improved by a cleverer coupling.

## Choosing the perturbation

Let $m(\theta)=E[f]$. In the central difference the even powers of $h$ in $m(\theta\pm h/2)$ cancel, which leaves

$$S_h=m'+\frac{h^2}{24}m'''+O(h^4),$$

so the bias is $Bh^2$ with $B=m'''/24$. For $N$ pairs, the part of the mean squared error that depends on $h$ is, to leading order, $V_1/(Nh)+B^2h^4$. Setting its derivative $-V_1/(Nh^2)+4B^2h^3$ to zero gives

$$h^*=\Big(\frac{V_1}{4B^2N}\Big)^{1/5}.$$

The root-mean-square (rms) error then falls as $N^{-2/5}$. For independent runs, minimising $V_0/(Nh^2)+B^2h^4$ with $V_0=2\,\mathrm{Var}(f)$ gives $h^6=V_0/(2B^2N)$ and an error falling as $N^{-1/3}$. The likelihood ratio has no step and no such bias, and its error falls as $N^{-1/2}$.

## A worked surface patch

Take a model patch of 10 sites holding $n$ adsorbates, initially none. Adsorption has rate $k_a(10-n)$ with $k_a=1\ \mathrm{s^{-1}}$. Desorption has rate $a_d(n)=k_d\,n\,e^{0.2(n-1)}$ with $k_d=0.5\ \mathrm{s^{-1}}$; the exponential is an equal repulsion between all pairs, in units of $k_BT$. The parameter is $\theta=\ln k_d$ at fixed $k_a$, and $f=n$.

Detailed balance gives $\pi(n)\propto\binom{10}{n}(k_a/k_d)^n e^{-0.1n(n-1)}$, so $\theta$ enters as $e^{-\theta n}$. With $Z$ the normalising sum, $m=-\partial\ln Z$ and $\partial^j\ln Z=(-1)^j\kappa_j$, where $\kappa_j$ are the cumulants of $n$. Hence $S_\infty=-\kappa_2=-1.6995$ and $B=-\kappa_4/24=0.2604/24=0.01085$. If the prefactor is fixed, raising the desorption barrier by $0.1\,k_BT$ changes $\theta$ by $-0.1$ and the mean occupation by about $+0.17$, from 4.65.

**Likelihood ratio.** Here $\partial a_d=a_d$, so $I$ is the mean desorption rate, $5.352\ \mathrm{s^{-1}}$. The slopes are $23.30\times5.352=124.7\ \mathrm{s^{-1}}$ without centring and $1.6995\times5.352=9.10\ \mathrm{s^{-1}}$ with it. At $T=20$ s the variances are 2443 and 180. For the centred time average, $\sigma_f^2=1.098$ s gives the limit $1.098\times5.352+1.6995^2=8.77$; with $\pi(f)$ subtracted, as in the derivation, the value at 5 s is already 8.89. Subtracting the sample mean instead changes the value at short $T$ but not the limit.

**Coupled difference.** A separation occurs when the copy with the larger $k_d$ desorbs alone, which leaves it one adsorbate behind. Its adsorption rate is then the larger one, and an excess adsorption closes the gap. The copy ahead has the larger desorption rate as long as $a_d(n)e^{-h/2}>a_d(n-1)e^{h/2}$, that is

$$h<0.2+\ln\frac{n}{n-1}.$$

The strictest case is $n=10$, which gives $h<0.305$. Below this value the gap is 0 or 1, so $(\Delta n)^2=|\Delta n|$ and the lower bound is attained. Thus $V_1=|S|$, and at $h=0.1$ the variance is $1.6995/0.1-1.6995^2=14.1$, the same at 5, 20 and 40 s. Independent runs give 340. At $h=0.4$ the condition fails and the variance, 1.55, lies above the bound of 1.36.

**Why $C$ equals $\sigma_f^2$.** Both come out as 1.098 s. Write $\nabla g(n)=g(n)-g(n-1)$ and $J_n=\pi(n)a_d(n)$. For a reversible chain with unit steps, summation by parts gives $\sum_nJ_n\nabla g\,\nabla q=\pi(g\,(-L)q)$. Here the adsorption rate falls and the desorption rate rises with $n$, so at $h=0$ neighbouring copies stay neighbours until they meet, and each follows $L$. The pair generator $Q$, with meeting as removal, therefore obeys $Q\nabla g=\nabla Lg$. The time to meeting $\tau$ satisfies $-QE[\tau]=1$ and $-QE[\tau^2]=2E[\tau]$. Since $\nabla(f-\pi(f))=1$, the first is solved by $E[\tau]=\nabla\varphi$, and the second by $E[\tau^2]=2\nabla\psi$ with $-L\psi=\varphi$. As $Y^2=\tau^2$,

$$C=\sum_nJ_n\,2\nabla\psi=2\pi\big(f(-L)\psi\big)=2\pi(f\varphi)=\sigma_f^2 .$$

The identity relies on $f=n$, on a parameter that scales all desorption rates, and on a reversible chain with unit steps whose rates vary with $n$ in this way. It can fail if attraction makes the desorption rate fall with $n$. The leading-order formula needs small $h$: at $h=0.1$ and $T=100$ s it gives $1.098/(0.1\times100)=0.110$, while the actual variance is 0.090.

**Best step.** For $N=10^6$ pairs at $T=20$ s, $h^*=[1.6995/(4\times0.01085^2\times10^6)]^{1/5}=0.325$; direct minimisation of the error gives 0.324. At the optimum the squared bias is a quarter of $V_1/(Nh^*)$, so the mean squared error is $5V_1/(4Nh^*)-S^2/N=6.5\times10^{-6}-2.9\times10^{-6}$. The rms error is $1.9\times10^{-3}$. The centred likelihood ratio with $10^6$ runs has $\sqrt{180/10^6}=1.3\times10^{-2}$. Its faster decay with $N$ would win only near $N\sim10^{13}$, if the leading-order formulas are extrapolated.

## When coupling loses its advantage

Let a walker hop one way round a ring of three sites at rate $k$, with $f=1$ on site 0 and $f=0$ elsewhere, and perturb $\ln k$. The hop is treated as a single channel, whatever the site. At $h=0$ both copies make every hop together, so copies one site apart stay so for ever. After a separation they are at $x+1$ and $x$, and $f$ differs if the rear copy is on site 0 or site 2. The rear copy follows the unperturbed law at time $T$ whenever the separation happened, so

$$V_1=kT\,P(X_T\in\{0,2\})\to\tfrac23kT .$$

For $k=1\ \mathrm{s^{-1}}$ this gives 6.67 at 10 s and 13.33 at 20 s. At fixed $h$ the growth stops once many separations have occurred, $hkT\gg1$. Every pair of positions is then equally likely, and the variance is that of independent runs: $2\times\tfrac13\times\tfrac23/0.1^2=44.4$ for $h=0.1$, which is reached at $T=200$ s. The coupling has then gained nothing. The cause is the shared channel, not the cycle. If the steps $0\to1$, $1\to2$ and $2\to0$ are separate channels, as in a catalytic cycle, separated copies hop independently and meet after a mean time $1/k$. Then $V_1$ levels off at $\tfrac23$, and the variance at $h=0.1$ and $T=200$ s is 6.1. Whether copies meet depends on how the moves are grouped into channels, so the variance should be checked against $T$.

## Guidance

**Short simulated times.** The centred likelihood ratio can be the better choice. For the patch at $T=0.5$ s its variance is 2.8 with the stationary mean subtracted, and smaller still with the mean at 0.5 s, against 5.0 for the coupled difference at $h=0.1$; at 5 s the order is reversed, 43 against 14. The advantage depends on $h$: at 0.5 s and $h=0.3$ the coupled variance is only 1.5 per pair, though a pair costs two runs. One set of runs also serves all parameters, since each has its own score along the same trajectory. Finite differences need a new set of pairs for each.

**Steady states.** For coupled differences, use time averages. For the likelihood ratio, whose score keeps gathering noise, the value at the end of runs only a few relaxation times long can be better, as the budget below shows. In an average taken from time zero the start leaves a bias $b/T$, because $S(t)$ approaches $S_\infty$ exponentially and its deficit has a finite integral $b$. For the patch, the sensitivity of the average over 20 s is $-1.6325$, so $b=(1.6995-1.6325)\times20=1.34$ s. If the early part of $f$ is discarded, the score must still be accumulated from time zero, since the state at the end of the discarded part depends on $\theta$.

**Dividing a budget.** Let $\tau$ now denote the total simulated time of all runs together, with nothing discarded. With $v=\sigma_f^2I+S_\infty^2$, the time-averaged likelihood ratio has squared error of about $vT/\tau+b^2/T^2$, which is least at $T=(2b^2\tau/v)^{1/3}$. For $\tau=10^5$ s this is $(2\times1.34^2\times10^5/8.77)^{1/3}\approx34$ s, with an rms error of about 0.07. The centred value at the end of shorter runs does better, because its start bias dies out exponentially: at $T=5$ s the bias is negligible and the rms error is $\sqrt{43.5\times5/10^5}=0.047$, and at 2.5 s it is about 0.025, bias included. The same budget buys 500 coupled pairs of 100 s, counting both copies. At $h=0.1$ their variance is $0.0903/500=1.8\times10^{-4}$ and their squared bias $(1.34/100)^2=1.8\times10^{-4}$, an rms error of about 0.02. The variance part, $C/(h\tau)$ up to the factor for two copies, does not depend on $T$ at leading order, so coupled runs may be made long to suppress the bias.

**The step.** Start from $h$ of about 0.3 in $\ln k$ and repeat with half the value. For this patch 0.3 is close to the best step for $10^6$ pairs; fewer pairs favour a larger one, roughly as $N^{-1/5}$, though the formula overshoots at large steps: for $10^4$ pairs the best step is about 0.7, against 0.82 from the formula. For values at time $T$, compare both the variance of $D_h$ and its mean square, which is the variance plus the squared mean. While the gap between the copies stays at 0 or 1, which needs $h|S|<1$, the mean square doubles, as from 8.5 to 17.0 between $h=0.2$ and 0.1 for the patch. In larger systems $S^2$ dominates the mean square and the variance is the better guide. For 100 sites with a repulsion of 0.02 per pair, where $S\approx-16.6$, the mean square rises only from 301 to 330 over the same steps, while the variance rises from 25.5 to 54.3. A nearly fourfold rise suggests that the copies have become effectively independent. On the small patch the variance alone can mislead: between $h=0.4$ and 0.2 it rises 3.6-fold, from 1.55 to 5.61, although the copies are still well coupled, because $S^2$ is subtracted. A shift of the mean by more than about three standard errors indicates that the larger step was biased.

The numerical output lists the main values, together with simulated trajectories whose means and variances were tested against the exact ones.

## Computed results

```
sites M = 10; repulsion w = 0.2 (dimensionless)
ka = 1.0 s^-1, kd = 0.5 s^-1
stationary mean n = 4.6477, mean n^2 = 23.3004
kappa2 = 1.6995, kappa4 = -0.2604
stationary sensitivity S = -1.6995
score variance rate I = 5.3523 s^-1
LR variance slope, raw = 124.711 s^-1
LR variance slope, centred = 9.097 s^-1
sigma_f^2 = 1.0982 s
LR time-average variance limit = 8.7664
CFD time-average coefficient C = 1.0982 s
bound attained for h below 0.3054 (dimensionless)
Exact variances, h = 0.1 (dimensionless), T in s:
T | S(T) | LR raw | LR centred | CFD end
0.5 | -0.5303 | 11.252 | 2.780 | 5.022
5 | -1.6995 | 572.149 | 43.472 | 14.106
20 | -1.6995 | 2442.821 | 179.920 | 14.106
40 | -1.6995 | 4937.050 | 361.851 | 14.106
Time averages, h = 0.1: T in s | S | LR var | CFD var
5 | -1.4315 | 8.8866 | 1.4520
20 | -1.6325 | 8.7964 | 0.4329
100 | -1.6861 | 8.7724 | 0.0903
V1(T): 0.5303 at 0.5 s, 1.6995 at 5 s, 1.6995 at 20 s
T = 20 s: h | CFD var | lower bound | h*var | independent var | bias
0.4 | 1.5495 | 1.3620 | 0.6198 | 21.18 | 1.74e-03
0.2 | 5.6086 | 5.6086 | 1.1217 | 84.91 | 4.34e-04
0.1 | 14.1063 | 14.1063 | 1.4106 | 339.84 | 1.09e-04
0.05 | 31.1021 | 31.1021 | 1.5551 | 1359.57 | 2.71e-05
bias coefficient B = 0.01085
N = 1e+06: best h 0.3243, formula 0.3247, rms error 1.91e-03
N = 1e+08: best h 0.1293, formula 0.1293, rms error 3.68e-04
Simulation: 40000 samples, T = 5.0 s, h = 0.1
estimator | mean | std error | sample var | exact var
LR raw | -1.7893 | 0.1196 | 571.718 | 572.149
LR centred | -1.7511 | 0.0331 | 43.774 | 43.472
LR time-avg | -1.4414 | 0.0149 | 8.852 | 8.887
CFD end | -1.6952 | 0.0188 | 14.079 | 14.106
CFD time-avg | -1.4292 | 0.0060 | 1.455 | 1.452
Ring, k = 1 s^-1: V1 = 3.3345 at 5 s, V1 = 6.6667 at 10 s, V1 = 13.3333 at 20 s
Ring variance, h = 0.1, T = 200 s: 44.4444
Ring independent-run limit: 44.4444
```
